\section*{Counting dangling bonds in the DAS reconstructions of Si(111)}

\section{Dangling bonds of the $(2n+1)\times(2n+1)$ cell}

Before a slab calculation of Si(111)-$7\times7$ is started, the occupation scheme has to be chosen. Fixed double occupation of the lowest bands is possible only if the cell holds an even number of electrons. The choice hangs on the number of dangling bonds in the cell, which also fixes how many hydrogen atoms would passivate the clean surface if all adatoms stay in place. In the dimer-adatom-stacking-fault (DAS) model, a cell of side
\begin{equation}
N=2n+1,\qquad n=1,2,3,\ldots ,
\label{eq:N}
\end{equation}
in units of the $1\times1$ surface lattice constant $a$, has $2n^2+1$ of them.

Each silicon atom is given four valences, and a dangling bond is a valence without a partner. Adatoms occupy T$_4$ sites: each binds to three atoms of the layer below and lies above an atom of the second layer below. That last contact is short, but it is not counted as a bond, because the lower atom already has four. A \emph{rest atom} is an atom of the rest layer that no adatom caps.

\subsection{The layers and the stacking fault}

Let $\mathbf a_1$ and $\mathbf a_2$ have length $a$ and enclose $60^\circ$, and let $(x,y)$ denote the lateral position $x\mathbf a_1+y\mathbf a_2$. The highest complete layer, called the base layer, has one atom at each integer point $(i,j)$, hence $N^2$ atoms per cell. Each is bonded to three atoms below it and has one valence pointing up. The dimer layer lies straight above the base layer, one atom per base atom except at the cell corner. The rest layer comes next, and the adatoms lie on top.

The integer points divide the plane into two kinds of unit triangle. An ``up'' triangle has corners $(i,j)$, $(i+1,j)$, $(i,j+1)$ and centre $(i+\frac13,j+\frac13)$. A ``down'' triangle has corners $(i+1,j)$, $(i,j+1)$, $(i+1,j+1)$ and centre $(i+\frac23,j+\frac23)$. The short diagonal divides the cell into a large up triangle, with corners $(0,0)$, $(N,0)$, $(0,N)$, and a large down triangle. The inversion $(x,y)\to(N-x,N-y)$ maps one half onto the other.

In the DAS model, rest-layer atoms sit over the unit triangles that point opposite to their half. In the large up triangle these are the down triangles with $i,j\ge0$ and $i+j\le N-2$. There are $s+1$ pairs with $i+j=s$, so one half contains
\begin{equation}
\sum_{s=0}^{N-2}(s+1)=\frac{N(N-1)}2=n(2n+1)
\label{eq:half}
\end{equation}
rest-layer atoms, and the cell contains
\begin{equation}
R=2n(2n+1).
\label{eq:R}
\end{equation}

Let the atoms bonded below the base layer lie under the centres of up triangles. In the large up triangle the rest-layer atoms are then over the other centres, as in the bulk crystal. In the large down triangle they lie straight above those lower atoms, which is the stacking fault. The fault changes the orientation of bonds, not the number of bonds per atom.

\subsection{Why the edges carry dimers and the corner a hole}

A dimer-layer atom spends one valence on the base atom beneath it and has three left. How many of these go to rest-layer atoms depends on its position.
\begin{itemize}
\item At an interior point of a half, six unit triangles meet, alternately up and down. Three carry a rest-layer atom, so all valences are used.
\item At an edge point that is not a corner, three unit triangles meet on each side. On the side of a large up triangle they are up, down, up, and one carries a rest-layer atom. By inversion the other side also supplies one. One valence is left over.
\item At a corner of a large triangle a single unit triangle fits, and it points the same way as the large one. It carries no rest-layer atom. An atom here would have three unused valences.
\end{itemize}

The corner atom is absent in the DAS model. The base atom below it then has one dangling bond, in place of the three that the corner atom would have had. This is the corner-hole bond.

An edge has $N-1=2n$ points between its corners. Neighbouring atoms pair along the edge, each pair using the two spare valences for a dimer bond. Each cell owns three edges (two sides and the diagonal), so the number of dimers is
\begin{equation}
N_{\rm dim}=3\,\frac{N-1}{2}=3n .
\label{eq:dimers}
\end{equation}
Pairing requires $N-1$ to be even, which is why the family has odd $N$. The same construction with $N=4$, 6 or 8 leaves three unpaired edge atoms per cell, one on each edge.

A balance of valences confirms \eqref{eq:dimers}. The dimer layer has $N^2-1=4n(n+1)$ atoms, each with three valences not directed at the base. Rest-layer atoms take $3R$ of them, and what remains is
\begin{equation}
3\cdot4n(n+1)-3\cdot2n(2n+1)
=12n^2+12n-12n^2-6n=6n ,
\label{eq:balance}
\end{equation}
two for each of the $3n$ dimers.

\subsection{Adatoms and rest atoms}

Without adatoms, each of the $R$ rest-layer atoms has three bonds down and one dangling bond. In the large up triangle, label the atom at $(i+\frac23,j+\frac23)$ by $(i,j)$, with
\begin{equation}
i,j\ge0,\qquad i+j\le 2n-1 .
\label{eq:labels}
\end{equation}
The atoms $(i,j)$, $(i+1,j)$, $(i,j+1)$ have their centre at $(i+1,j+1)$, because the mean of $i,\,i+1,\,i$ is $i+\frac13$ and the offset adds $\frac23$. This is an integer point, above a dimer-layer atom, and therefore a T$_4$ site.

In the $2\times2$ order of the model, adatoms cap the triples with $i=2p$ and $j=2q$. The triple lies inside the half if $2p+2q+1\le2n-1$, that is, if $p+q\le n-1$. The number of such pairs is
\begin{equation}
\sum_{s=0}^{n-1}(s+1)=\frac{n(n+1)}2 .
\label{eq:adhalf}
\end{equation}
The members of a triple have label parities (even, even), (odd, even) and (even, odd), so different triples share no atom. Every atom of these three parity classes is capped: for each class, condition \eqref{eq:labels} reduces to $p+q\le n-1$.

The uncapped atoms are $(2p+1,2q+1)$. For them \eqref{eq:labels} requires $2p+2q+2\le2n-1$, or $p+q\le n-\frac32$. As $p+q$ is an integer, $p+q\le n-2$, and one half has $n(n-1)/2$ rest atoms. Doubling for the two halves gives
\begin{equation}
N_{\rm ad}=n(n+1),\qquad N_{\rm rest}=n(n-1).
\label{eq:adrest}
\end{equation}

An adatom has three bonds and one dangling bond. With the single corner-hole bond the total is
\begin{equation}
D=n(n+1)+n(n-1)+1=2n^2+1 .
\label{eq:D}
\end{equation}

The dependence on adatom order becomes visible if the number of adatoms $M$ is left free, provided that each caps three atoms of its own. Each adatom removes three dangling bonds and brings one:
\begin{equation}
D(M)=R-3M+M+1=4n^2+2n+1-2M .
\label{eq:DM}
\end{equation}
For $M=n(n+1)$ this returns \eqref{eq:D}. One missing adatom raises the count by two, and an arrangement with another $M$ does not obey $2n^2+1$.

The counts can also be read from atomic positions. Atoms were placed at ideal heights, with dimers drawn together to the bulk bond length. Pairs closer than 1.15 bulk bond lengths were taken as bonded, except for the adatom contact excluded above. The unused valences are then:
\begin{center}
\begin{tabular}{cccccc}
cell & adatom & rest & corner & $D$ & $D/N^2$\\
$3\times3$ & 2 & 0 & 1 & 3 & 0.333\\
$5\times5$ & 6 & 2 & 1 & 9 & 0.360\\
$7\times7$ & 12 & 6 & 1 & 19 & 0.388\\
$9\times9$ & 20 & 12 & 1 & 33 & 0.407
\end{tabular}
\end{center}

\subsection{Density, large cells and the supply of atoms}

An unreconstructed surface has one dangling bond per $1\times1$ cell. For the DAS family, the distance of the density from one half is
\begin{align}
\frac12-\frac{D}{N^2}
&=\frac{(2n+1)^2-2(2n^2+1)}{2(2n+1)^2}\nonumber\\
&=\frac{4n^2+4n+1-4n^2-2}{2(2n+1)^2}
=\frac{4n-1}{2(2n+1)^2}.
\label{eq:density}
\end{align}
The right-hand side is positive and tends to zero for large $n$. The limit of one half belongs to the interior of a $2\times2$ adatom pattern, which has one adatom and one rest atom per four surface cells. Treating $n$ as continuous, the derivative of the right-hand side is
\begin{equation}
\frac{4(2n+1)-4(4n-1)}{2(2n+1)^3}=\frac{4(1-n)}{(2n+1)^3}\le0
\quad(n\ge1),
\label{eq:slope}
\end{equation}
so the density of dangling bonds rises with cell size. If the surface energy were proportional to this density, $3\times3$ would be the best member of the family. The stability of $7\times7$ must therefore involve other energies, such as those of strain, dimers and the fault, which counting does not supply.

The number of atoms matters for building a slab and for growth. Relative to a complete double layer of $2N^2$ atoms, the adatoms, rest layer and dimer layer contain an excess of
\begin{align}
\Delta N_{\rm Si}
&=n(n+1)+2n(2n+1)+4n(n+1)-2(2n+1)^2\nonumber\\
&=9n^2+7n-8n^2-8n-2=(n-2)(n+1).
\label{eq:extra}
\end{align}
The $5\times5$ cell needs no additional atoms, the $7\times7$ cell needs four, and the $3\times3$ cell releases two.

\subsection{What the count says about electrons}

Each dangling bond contributes one electron, and $D$ is odd. A slab gives the same parity if its lower face is a bulk termination with one hydrogen atom per $1\times1$ cell: it then has $4N_{\rm Si}+N^2$ valence electrons, which is odd for odd $N$. A slab with the reconstruction on both faces has an even number, but this alone does not make it an insulator, because each face still brings an odd number of dangling-bond electrons. For independent electrons in spin-degenerate bands, an odd number per cell leaves at least one band partly filled. A calculation without spin polarization should then use fractional occupations and a converged $k$ mesh. The argument does not prove that the real surface is a metal at low temperature: magnetic order, a larger cell or strong correlation can open a gap.

The distribution of the electrons needs a statement about energies. Suppose that the rest-atom and corner-hole levels lie well below the adatom levels, and that the Coulomb cost of double occupation is included in this ordering. The lower levels take two electrons each, and the adatoms keep
\begin{equation}
Q_{\rm ad}=2n^2+1-2\,[\,n(n-1)+1\,]=2n-1 .
\label{eq:Qad}
\end{equation}
For $7\times7$ this is five electrons in twelve adatom orbitals.

Hopping makes the transfer incomplete. A simple model puts one orbital on each dangling bond, with the lower levels $0.8$ eV below the adatoms. The hopping is $-t\exp[-(r-r_0)/\lambda]$, where $r$ is the lateral distance, $r_0=2a/\sqrt3$ the nearest adatom--rest-atom distance and $\lambda=0.2$ nm; it is cut off at 0.8 nm. These are round parameters, not computed silicon levels. With $t=0.01$ eV and a thermal energy of 0.001 eV, the $7\times7$ adatoms hold 5.003 electrons, in agreement with \eqref{eq:Qad}. With $t=0.1$ eV they hold 5.32. The excess grows from about 0.003 to 0.32, close to the factor of 100 expected when the admixture scales as $t^2$. At $t=0.1$ eV two bands are partly filled. Parity requires one; the second shows that bands overlap in this model. The excess also depends on the assumed range of the hopping: with a cutoff of 0.6 nm it is 0.48 instead of 0.32, and with 1.2 nm it is 0.29.

\subsection{Example: the clean $7\times7$ surface}

The cubic lattice constant $a_0=0.5431$ nm gives $a=a_0/\sqrt2=0.3840$ nm and a cell side $L=7a=2.688$ nm. The cell is a rhombus with a $60^\circ$ angle, so
\begin{equation}
A=\frac{\sqrt3}{2}L^2=6.258\times10^{-14}\ {\rm cm}^2,\qquad
\sigma=\frac{19}{A}=3.04\times10^{14}\ {\rm cm}^{-2}.
\label{eq:sigma}
\end{equation}

This density sets a time scale for contamination. A gas at pressure $P$ and temperature $T$ has number density $P/k_BT$. For molecular mass $m$, the Maxwell distribution of the normal velocity $v$ gives the flux
\begin{align}
\Phi&=\frac{P}{k_BT}\sqrt{\frac{m}{2\pi k_BT}}
\int_0^\infty v\,e^{-mv^2/2k_BT}\,dv\nonumber\\
&=\frac{P}{k_BT}\sqrt{\frac{m}{2\pi k_BT}}\,\frac{k_BT}{m}
=\frac{P}{\sqrt{2\pi mk_BT}} .
\label{eq:flux}
\end{align}
For residual water ($m=18.015$ u) at $10^{-10}$ Torr and 300 K, $\Phi=4.78\times10^{10}$ cm$^{-2}$\,s$^{-1}$. One molecule per dangling bond arrives in
\begin{equation}
\tau=\frac{\sigma}{\Phi}
=\frac{3.036\times10^{14}}{4.778\times10^{10}}\ {\rm s}
\approx6.4\times10^3\ {\rm s}\approx1.8\ {\rm h}.
\label{eq:tau}
\end{equation}
This is an arrival time. The time to passivate the surface also depends on the sticking probability and on how many bonds one molecule uses.

\subsection{The model beside a real wafer}

A pressure of $10^{-10}$ Torr is typical of a good molecular-beam-epitaxy chamber, and 800 K is a reasonable growth temperature, below the loss of $7\times7$ order near 1100 K (both temperatures rough). In chemical vapour deposition, hydrogen can cap many of the bonds. If the adatoms stay in place, \eqref{eq:sigma} then counts sites, not free bonds. Real surfaces also break the assumption of a perfect periodic cell. If 1\,\% of the adatoms are missing, \eqref{eq:DM} raises the count by $2\times0.01\times12/19=1.3\,\%$. A miscut of $0.1^\circ$ with steps of 0.3136 nm gives terraces 180 nm wide. A row of cells is $\sqrt3L/2$ wide, so straight steps parallel to a side of the rhombus, placed at random, cut about 1.3\,\% of the cells, and straight steps in other directions cut more. A step that follows the cell boundaries cuts none. Thermal expansion, with a rough coefficient of $4\times10^{-6}$ K$^{-1}$, lowers the areal density by 0.4\,\% between 295 and 800 K.

As long as the $7\times7$ structure persists, heat and doping alter the filling but not the structural count. In the hopping model with $t=0.1$ eV, heating to 800 K raises the adatom charge from 5.32 to 5.40 electrons. The charge exchanged with the bulk follows from a uniformly depleted layer of width $W$, doping $N_d$ and permittivity $\varepsilon$. Integrating its linear field gives a band bending $V=eN_dW^2/2\varepsilon$, so the exchange per cell is
\begin{equation}
q=AN_dW=A\sqrt{\frac{2\varepsilon N_dV}{e}} .
\label{eq:doping}
\end{equation}
On a real surface $V$ depends on the doping. With the rough value $V=0.5$ V for both dopings and a relative permittivity of 11.7, $q=0.005$ electrons at $N_d=10^{15}$ cm$^{-3}$ and $q=0.50$ at $10^{19}$ cm$^{-3}$. The first is negligible beside the five adatom electrons of \eqref{eq:Qad}; the second is a tenth of them. These estimates are for room temperature. At 800 K silicon has roughly $10^{17}$ intrinsic carriers per cm$^3$, far more than the lower doping, and \eqref{eq:doping} does not apply to that wafer. In these estimates heavy doping shifts the charge by about half an electron per cell, and hopping with $t=0.1$ eV shifts the adatom filling by about a third of an electron even without doping. The integer filling is therefore only a first approximation, although each intact cell still has 19 dangling bonds.

\section*{Computed values}
\begin{verbatim}
Counts from the atomic model, per cell (numbers)
n=1, 3x3: adatom 2, rest 0, corner 1, total 3
  rest-layer atoms 6, dimers 3, extra atoms -2, bonds per 1x1 0.3333
n=2, 5x5: adatom 6, rest 2, corner 1, total 9
  rest-layer atoms 20, dimers 6, extra atoms 0, bonds per 1x1 0.3600
n=3, 7x7: adatom 12, rest 6, corner 1, total 19
  rest-layer atoms 42, dimers 9, extra atoms 4, bonds per 1x1 0.3878
n=4, 9x9: adatom 20, rest 12, corner 1, total 33
  rest-layer atoms 72, dimers 12, extra atoms 10, bonds per 1x1 0.4074
Unpaired edge atoms in 4x4, 6x6, 8x8 cells: 3 3 3
Adatom electrons per cell, weak hopping 0.01 eV, n=1..4: 1.000 3.001 5.003 7.007
Model level splitting: 0.8 eV; hopping: 0.1 eV
7x7 adatom electrons, thermal energy 0.001 eV: 5.32
7x7 partly filled bands in that model: 2
7x7 adatom electrons at 800 K: 5.40
Thermal energy at 800 K: 0.0689 eV
Si cubic lattice constant: 0.5431 nm
1x1 surface lattice constant: 0.3840 nm
7x7 cell side: 2.688 nm
7x7 cell area: 6.258e-14 cm2
7x7 dangling-bond density: 3.036e+14 cm-2
Water pressure: 1e-10 Torr; gas temperature: 300 K
Water molecular mass: 18.015 u
Water arrival flux: 4.778e+10 cm-2 s-1
Time for one arrival per dangling bond: 6354 s = 1.76 h
Missing adatoms (assumed): 1.0 %
  rise of dangling-bond count: 1.26 %
Miscut (assumed): 0.1 degree; step: 0.3136 nm
  terrace width: 180 nm
  share of cells cut by steps: 1.30 %
Linear expansion (rough): 4e-06 per K
  fall of areal density, 295 to 800 K: 0.40 %
Band bending (rough): 0.5 V; permittivity: 11.7
  doping 1e+15 cm-3: 0.0050 electrons per 7x7 cell
  doping 1e+19 cm-3: 0.5032 electrons per 7x7 cell
\end{verbatim}
